# Phonon transmission across a junction: why impedances alone set the low-frequency limit

## Problem

A harmonic chain with masses \(m_L\) and nearest-neighbour springs \(k_L\) fills the left half-line. Another, with \(m_R\) and \(k_R\), fills the right half-line. One spring \(k_c>0\) joins their end atoms, and no atom is tied to the ground. Find the energy transmission \(T(\omega)\) by Green's functions, and show that its limit as \(\omega\to0\) at fixed \(k_c\) depends on the acoustic impedances \(Z_j=\sqrt{k_jm_j}\), \(j=L,R\), but not on \(k_c\).

Displacements vary as \(e^{-i\omega t}\), and \(G=(\omega^2M-K)^{-1}\), where \(M\) and \(K\) are the mass and spring matrices. The frequency carries an infinitesimal positive imaginary part, which selects outgoing waves.

## A tempting solution

**The leads.** Away from its end, a chain obeys \(m\omega^2u_n=k(2u_n-u_{n-1}-u_{n+1})\). A wave leaving the junction has \(u_n\propto\lambda^n\), where \(n\) counts atoms away from the end and \(\lambda=e^{iq}\), \(0<q<\pi\). Hence

\[
m\omega^2=k(2-\lambda-\lambda^{-1})=4k\sin^2(q/2).
\]

The end atom of a free chain has one spring. Its Green's function \(g\) is its response to a unit source, so \((m\omega^2-k+k\lambda)g=1\). With \(a=1/g\), the dispersion relation gives

\[
a=k(1-\lambda^{-1})=k(1-\cos q)+ik\sin q .
\]

The first term is \(m\omega^2/2\). For the second, define the cutoff \(\omega_j=2\sqrt{k_j/m_j}\), so that \(\sin(q_j/2)=\omega/\omega_j\), and let \(c_j=\cos(q_j/2)=\sqrt{1-\omega^2/\omega_j^2}\). Then \(k_j\sin q_j=2k_j(\omega/\omega_j)c_j=\omega Z_jc_j\), and

\[
a_j=\tfrac12m_j\omega^2+i\omega Z_jc_j .
\]

**The source and the flux.** Let a wave of unit amplitude arrive from the left. With reflection amplitude \(r\), the end atom has \(u_L=1+r\), and its left neighbour has

\[
\lambda_L^{-1}+r\lambda_L=\lambda_Lu_L-2i\sin q_L .
\]

Inserting this into the end atom's equation turns the incident wave into a source \(i\Gamma_L\) on the right-hand side, where \(\Gamma_j=2k_j\sin q_j=2\omega Z_jc_j\). Therefore \(u_R=i\Gamma_LG_{RL}\).

The mean power passed across a bond by a wave of amplitude \(A\) is force times velocity:

\[
P=\tfrac12\mathrm{Re}\left[k(u_n-u_{n+1})(-i\omega u_{n+1})^*\right]
=\tfrac12\omega k|A|^2\sin q=\tfrac14\omega\Gamma|A|^2 .
\]

Dividing transmitted by incident power gives

\[
T=\frac{\Gamma_R|u_R|^2}{\Gamma_L}=\Gamma_L\Gamma_R|G_{RL}|^2 .
\]

**The junction.** By analogy with an electron hopping between two sites, the spring is now entered as a coupling between the end atoms:

\[
G^{-1}=\begin{pmatrix}a_L&k_c\\k_c&a_R\end{pmatrix},\qquad
G_{RL}=\frac{-k_c}{a_La_R-k_c^2}.
\]

As \(\omega\to0\), both \(a_j\) vanish, so \(G_{RL}\to1/k_c\) and

\[
T\to\frac{4\omega^2Z_LZ_R}{k_c^2}\to0 .
\]

This says that long waves are blocked, at a rate set by the junction spring.

## Where it fails

The leads and the flux formula are right. The fault is in the junction matrix. A spring stores

\[
\tfrac12k_c(u_L-u_R)^2=\tfrac12k_cu_L^2+\tfrac12k_cu_R^2-k_cu_Lu_R ,
\]

and the attempt kept the last term alone. Its junction energy is \(-k_cu^2\) when both atoms move by the same \(u\), although such a motion stretches nothing. Omitting the squares amounts to tying each end atom to the ground with a spring of stiffness \(-k_c\). Energy conservation does not expose the error, because the truncated forces still come from a potential. A uniform displacement does expose it.

## The right solution

Each end atom feels \(k_c\) on the diagonal as well:

\[
G^{-1}=\begin{pmatrix}a_L-k_c&k_c\\k_c&a_R-k_c\end{pmatrix}.
\]

The terms \(k_c^2\) cancel in the determinant:

\[
\mathcal D=(a_L-k_c)(a_R-k_c)-k_c^2=a_La_R-k_c(a_L+a_R).
\]

Now \(G_{RL}=-k_c/\mathcal D\). Taking out the factor \(-k_ca_La_R\) gives

\[
\mathcal D=-k_ca_La_R\left(g_L+g_R-\frac1{k_c}\right),\qquad
|G_{RL}|^2=\frac{1}{|a_La_R|^2\,|g_L+g_R-1/k_c|^2}.
\]

From \(a=k(1-\lambda^{-1})\) one finds \(|a|^2=2k^2(1-\cos q)=km\omega^2=Z^2\omega^2\). Hence

\[
g_j=\frac{a_j^*}{|a_j|^2}=\frac1{2k_j}-\frac{ic_j}{\omega Z_j}.
\]

Define the admittance \(Y_j=c_j/Z_j\) and the excess compliance of the junction

\[
\Delta=\frac1{k_c}-\frac12\left(\frac1{k_L}+\frac1{k_R}\right).
\]

Then \(g_L+g_R-1/k_c=-\Delta-i(Y_L+Y_R)/\omega\). With \(\Gamma_L\Gamma_R=4\omega^2Z_LZ_Rc_Lc_R\),

\[
T=\frac{4\omega^2Z_LZ_Rc_Lc_R}{\omega^4Z_L^2Z_R^2\left[\Delta^2+(Y_L+Y_R)^2/\omega^2\right]}
=\boxed{\frac{4Y_LY_R}{(Y_L+Y_R)^2+\omega^2\Delta^2}} .
\]

This holds below both cutoffs. Above either one, that chain's \(\lambda\) is real, its \(\Gamma\) vanishes, and \(T=0\).

As \(\omega\to0\) at fixed \(k_c>0\), \(c_j\to1\) and \(\omega^2\Delta^2\to0\). Multiplying numerator and denominator by \(Z_L^2Z_R^2\) gives

\[
\boxed{T(0^+)=\frac{4Z_LZ_R}{(Z_L+Z_R)^2}} .
\]

The physical reason is that a massless spring passes the same force \(f\) to both sides. Its stretch is \(f/k_c\), so the end velocities differ by an amount of size \(\omega f/k_c\). The velocities that the force produces in the chains are of order \(f/Z_j\), which does not shrink with frequency. The mismatch therefore disappears for long waves.

## How far the limit reaches

**Order of limits.** If \(k_c\to0\) at fixed \(\omega\), then \(\Delta\to\infty\) and \(T\to0\). The two terms of the denominator are equal, with dispersion neglected, at

\[
\omega_x=\frac{1/Z_L+1/Z_R}{|\Delta|}.
\]

When \(\omega_x\) lies far below both cutoffs, \(T\) has fallen there to half of \(T(0^+)\).

**Best junction.** At fixed frequency, \(k_c\) enters through \(\Delta^2\) alone. The transmission is therefore largest at \(\Delta=0\), where \(k_c\) is the harmonic mean \(2/(1/k_L+1/k_R)\). Below both cutoffs, a spring stiffer than this transmits less at any nonzero frequency.

**First correction.** Put \(y_j=1/Z_j\), \(s=y_L+y_R\) and \(\alpha_j=1/\omega_j^2\), so that \(Y_j\simeq y_j(1-\alpha_j\omega^2/2)\). To order \(\omega^2\), the numerator of \(T\) is \(4y_Ly_R[1-(\alpha_L+\alpha_R)\omega^2/2]\) and the denominator is \(s^2+[\Delta^2-s(y_L\alpha_L+y_R\alpha_R)]\omega^2\). Thus \(T/T(0^+)=1-B\omega^2\), with

\[
B=\frac{\Delta^2}{s^2}+\frac{\alpha_L+\alpha_R}2-\frac{y_L\alpha_L+y_R\alpha_R}{s}
=\frac{\Delta^2}{s^2}+\frac{(Z_L-Z_R)(\alpha_L-\alpha_R)}{2(Z_L+Z_R)} .
\]

The last step uses \((y_R-y_L)/s=(Z_L-Z_R)/(Z_L+Z_R)\).

**A grounded atom.** Add a spring \(\kappa>0\) from the left end atom to a fixed point. This replaces \(a_L\) by \(a_L-\kappa\), and \(\mathcal D\to\kappa k_c\) as \(\omega\to0\). Then \(T\to4\omega^2Z_LZ_R/\kappa^2\), so the impedance limit is lost. It rests on the freedom of the whole system to shift without restoring force.

## Worked example: gold to silicon

Take longitudinal waves at normal incidence. The chains represent columns of equal cross-section \(0.08\ \mathrm{nm^2}\), with rough inputs: for gold (left), density 19300 kg/m³, speed 3200 m/s and spacing 0.20 nm; for silicon (right), 2330 kg/m³, 8400 m/s and 0.25 nm. The mass is density times area times spacing, and the spring is density times speed squared times area over spacing. This gives \(k_L=79.05\) N/m, \(k_R=52.61\) N/m and cutoffs of 5.09 and 10.70 THz. The impedance is density times speed times area, so the area cancels from \(T(0^+)\). In units of \(10^{-12}\) kg/s, \(Z_L=4.941\) and \(Z_R=1.566\):

\[
T(0^+)=\frac{4(4.941)(1.566)}{(4.941+1.566)^2}=0.731 .
\]

At 0.0051 THz, numerical elimination of the leads gives 0.731 for \(k_c=10\), 60 and 300 N/m alike. The tempting formula at 10 N/m would give \(3.2\times10^{-4}\), the same value as the law for a ground spring of 10 N/m.

At 1 THz and \(k_c=10\) N/m, the harmonic mean 63.18 N/m gives \(\Delta=1/10-1/63.18=0.0842\) m/N. In units of \(10^{12}\) s/kg, \(Y_L=0.1985\), \(Y_R=0.6359\) and \(\omega\Delta=0.5289\), so

\[
T=\frac{4(0.1985)(0.6359)}{(0.8344)^2+(0.5289)^2}=0.517 .
\]

At the same frequency, 60 N/m gives 0.725 and 300 N/m gives 0.719. The last is lower because 300 N/m lies farther from the best spring in compliance.

As a test of the transmission formula, Newton's equations were integrated for a wave packet centred at 1.26 THz with \(k_c=10\) N/m. A share 0.4386 of its energy crossed. The formula gives 0.4389 at the centre frequency, and 0.4386 when averaged over the packet's energy spectrum.

**Heat conduction.** In each chain, the waves in a frequency interval \(d\omega\) carry the power \(\hbar\omega\,n\,d\omega/(2\pi)\) towards the junction, with \(n\) the Bose occupation at temperature \(\theta\). The conductance per chain for a small temperature difference is therefore

\[
\mathcal G=\int\frac{d\omega}{2\pi}\,\hbar\omega\,T(\omega)\frac{\partial n}{\partial\theta}.
\]

Let \(x=\hbar\omega/(k_B\theta)\). Expanding \(e^x/(e^x-1)^2=\sum_{l\ge1}l\,e^{-lx}\) gives \(\int_0^\infty x^pe^x/(e^x-1)^2dx=p!\,\zeta(p)\), where \(\zeta\) is the Riemann zeta function. This equals \(\pi^2/3\) for \(p=2\) and \(4\pi^4/15\) for \(p=4\). At low temperature,

\[
\mathcal G\simeq T(0^+)\frac{\pi^2k_B^2\theta}{3h}\left[1-\frac{4\pi^2}{5}B\left(\frac{k_B\theta}{\hbar}\right)^2\right].
\]

For 10, 60 and 300 N/m, the full integral at 1 K gives 0.691, 0.692 and 0.692 pW/K. At 300 K it gives 18.4, 44.0 and 40.9 pW/K. The junction spring is nearly invisible at 1 K. At 300 K a soft spring lowers the conductance strongly, whereas going from 60 to 300 N/m changes it by only about 7% in this chain. The 300 K values depend on how silicon is discretised: with a spacing of 0.136 nm at the same density and speed they become 17.9, 42.8 and 42.0 pW/K, and the 7% becomes 2%.

**Comparison with a real contact.** The three junction springs are chosen values, not measured bond stiffnesses. The silicon spacing is an effective length; the chain omits the two-atom cell and its optical branches. Neither choice affects \(T(0^+)\), but both affect the results at higher frequency. A real contact also receives oblique waves. In a scalar, fluid-like estimate with the speeds used here, waves from gold beyond \(22.4^\circ\) are totally reflected, leaving 0.145 of the incident flux able to enter silicon. The low-frequency transmission then falls from 0.731 at normal incidence to an angular mean of 0.123. This estimate omits transverse modes, which in the solids let some waves cross beyond that angle. At 300 K, 0.495 of the silicon chain's own conductance lies above the gold cutoff; the harmonic junction blocks it, whereas anharmonic forces can pass part of it. Classical equipartition gives the junction bond an rms stretch \(\delta=\sqrt{k_B\theta/k_c}\). For a Morse bond of steepness \(\beta\), the first-order relative stiffness change is \(3\beta\delta\) in magnitude. With a rough \(\beta=15\) per nm it is 0.92, 0.37 and 0.17 for the three springs, so the harmonic result for the weakest bond at 300 K is not quantitatively reliable. The classical estimate is itself low for the stiffest spring, whose local vibration lies above both bands: quantum statistics raise 0.17 to about 0.20. Roughness, intermixing and heat carried by electrons in gold are also left out.

## Numbers as computed

```
Rough inputs, gold (L) and silicon (R); column area 0.08 nm2
L: density 19300 kg/m3, speed 3200 m/s, plane spacing 0.20 nm
L: mass 185.96 u, spring 79.05 N/m, Z 4.9408 x 1e-12 kg/s, cutoff 5.093 THz
R: density 2330 kg/m3, speed 8400 m/s, plane spacing 0.25 nm
R: mass 28.06 u, spring 52.61 N/m, Z 1.5658 x 1e-12 kg/s, cutoff 10.695 THz
Zero-frequency transmission from impedances: 0.73094
Best junction spring (harmonic mean): 63.18 N/m
Numerical T at 0.00509 THz for kc = 10, 60, 300 N/m: 0.73093, 0.73094, 0.73094
Transmission table: frequency in THz; kc = 10, 60, 300 N/m
   0.01  0.73091  0.73094  0.73094
   0.10  0.72800  0.73088  0.73082
   0.50  0.66365  0.72951  0.72792
   1.00  0.51729  0.72511  0.71877
   2.00  0.26234  0.70568  0.68045
   4.00  0.05948  0.57592  0.48376
Evaluation in full at 1 THz, kc = 10 N/m:
  c_L 0.98053, c_R 0.99562, excess compliance 0.08417 m/N
  Y_L 0.19846, Y_R 0.63587, w*D 0.52886 (all x 1e12 s/kg)
Crossover frequency for kc = 10 N/m: 1.590 THz
Soft junction kc = 1 N/m: crossover 0.1360 THz, T/T(0) there 0.4999
Nearly cut junction kc = 0.001 N/m: T at 0.00509 THz = 5.05e-04
Ground spring 10 N/m, kc = 60 N/m: T at 0.00509 THz = 3.167e-04, law 3.169e-04
Wave packet at 1.260 THz, kc = 10 N/m: crossed energy share 0.4386, formula 0.4389
Largest deviation, trace formula against closed form: 1.1e-06
Conductance quantum at 1 K: 0.9464 pW/K; times T(0): 0.6918 pW/K
Conductance per chain in pW/K; kc = 10, 60, 300 N/m
      1 K  0.6908  0.6918  0.6917
     10 K  6.2197  6.8988  6.8782
    300 K  18.4437  44.0101  40.8923
kc = 10 N/m at 1 K, conductance over its limit law: 0.998624, with first correction 0.998618
Neglected, oblique waves from gold: critical angle 22.4 deg, open flux share 0.145
  scalar angular average of T from gold: 0.123
Neglected, inelastic transfer: share of silicon chain conductance at 300 K above gold cutoff 0.495
Neglected, anharmonic junction at 300 K, rough Morse steepness 15 per nm:
  kc 10 N/m: rms stretch 0.0204 nm, first-order relative stiffness change 0.92
  kc 60 N/m: rms stretch 0.0083 nm, first-order relative stiffness change 0.37
  kc 300 N/m: rms stretch 0.0037 nm, first-order relative stiffness change 0.17
```
